# Coulomb pseudopotentials beside a metal gate at large relative angular momentum

## Problem

Two electrons move in a plane in the lowest Landau level. A flat, grounded metal gate lies parallel to the plane at distance $d$. The insulator between plane and gate also fills the half-space on the other side.

(a) Find how the energy $V_m$ of a pair with relative angular momentum $m$ falls at large $m$, with and without the gate. Give the first correction and the condition on $m$.

(b) Evaluate $V_m$ for graphene in hexagonal boron nitride (hBN) at 10 T, with 6 nm of hBN between the graphene and a graphite gate.

(c) Estimate how far a real device departs from the model.

Lengths are in units of $l=\sqrt{\hbar/eB}$ and energies in units of $E_C=e^2/(4\pi\epsilon_0\kappa l)$, unless a unit is written. The constant $\kappa$ is fixed in the first step. The gate is an ideal metal that responds instantly, and $V_m$ is the expectation value of the interaction within the Landau level.

## Solution

### The interaction beside the gate

hBN has different permittivities along its layers, $\epsilon_\parallel$, and across them, $\epsilon_\perp$. The potential of a charge $Q$ at the origin obeys

$$\epsilon_\parallel(\partial_x^2+\partial_y^2)\phi+\epsilon_\perp\partial_z^2\phi=-\frac{Q}{\epsilon_0}\,\delta(x)\delta(y)\delta(z).$$

Let $z'=sz$ with $s=\sqrt{\epsilon_\parallel/\epsilon_\perp}$. Then $\epsilon_\perp\partial_z^2=\epsilon_\perp s^2\partial_{z'}^2=\epsilon_\parallel\partial_{z'}^2$, and $\delta(z)=s\,\delta(z')$. Division by $\epsilon_\parallel$ gives

$$\nabla'^2\phi=-\frac{Q}{\epsilon_0\kappa}\,\delta(x)\delta(y)\delta(z'),\qquad \kappa=\frac{\epsilon_\parallel}{s}=\sqrt{\epsilon_\parallel\epsilon_\perp}.$$

This is the problem of an isotropic medium with constant $\kappa$, in which distances across the layers are multiplied by $s$. From here on $d$ means the rescaled gate distance.

The gate is replaced by an image charge $-Q$ at distance $2d$ behind the electron plane. The electrostatic energy is half the sum of each real charge times the potential at its place. The two cross terms are equal, so the factor one half cancels and the pair energy is

$$V(r)=\frac1r-\frac1{\sqrt{r^2+4d^2}} .$$

Each electron also interacts with its own image, with energy $\tfrac12(-1/2d)=-1/4d$. This does not depend on $r$ and is not part of $V_m$.

### The pair state

In the symmetric gauge a lowest-level state of two electrons is an analytic function of $z_1,z_2$ (now $z_j=x_j+iy_j$, up to the sign convention for the field) times $e^{-(|z_1|^2+|z_2|^2)/4}$. With $Z=(z_1+z_2)/2$ and $z=z_1-z_2$,

$$|z_1|^2+|z_2|^2=2|Z|^2+\tfrac12|z|^2 ,$$

so the relative part with angular momentum $m$ is $z^m e^{-|z|^2/8}$. The interaction depends on $r=|z|$ alone. It therefore conserves $m$, and its value in this state is $V_m$. Electrons with equal spin and valley have odd $m$.

The probability of a separation $r$ is proportional to $r^{2m}e^{-r^2/4}\,r\,dr$. With $u=r^2/4$ and $du=r\,dr/2$ it becomes $u^me^{-u}du/m!$. Since $r=2\sqrt u$,

$$\langle r^{-k}\rangle=2^{-k}\,\frac{\Gamma(m+1-k/2)}{m!}\qquad(k<2m+2),$$

and $k=-2$ gives $\langle r^2\rangle=4(m+1)$. A pair with large $m$ is a ring of radius about $2\sqrt m$.

### Without a gate

For $k=1$,

$$V_m^{\rm free}=\frac{\Gamma(m+\frac12)}{2\,m!}.$$

The ratio at large $m$ follows from Stirling's series, $\ln\Gamma(x)=(x-\frac12)\ln x-x+\frac12\ln2\pi+\frac1{12x}+\dots$. Put $x=m+a$ and $\ln x=\ln m+a/m-a^2/2m^2+\dots$:

$$\ln\Gamma(m+a)=(m+a-\tfrac12)\ln m-m+\tfrac12\ln2\pi+\frac1m\left[\frac{a(a-1)}2+\frac1{12}\right]+O(m^{-2}).$$

Subtracting the case $a=1$, for which $\Gamma(m+1)=m!$, gives

$$\frac{\Gamma(m+a)}{m!}=m^{a-1}\left[1+\frac{a(a-1)}{2m}+O(m^{-2})\right].$$

With $a=\frac12$, $V_m^{\rm free}=\frac{1}{2\sqrt m}\,[1-\frac1{8m}+\dots]$.

### With the gate

Let $x=4d^2/r^2$ and $f(x)=(1+x)^{-1/2}$, so that $V=(1-f)/r$. Taylor's formula with its remainder reads

$$f(x)=1-\frac x2+\int_0^x(x-t)f''(t)\,dt,\qquad f''(t)=\tfrac34(1+t)^{-5/2}.$$

Because $0<f''\le\frac34$, the integral lies between $0$ and $3x^2/8$. Hence, at every $r$,

$$\frac{2d^2}{r^3}-\frac{6d^4}{r^5}\;\le\;V(r)\;\le\;\frac{2d^2}{r^3}.$$

The upper limit has a simple meaning. Each electron and its image form a dipole of moment $2d$. Two real dipoles side by side would have energy $(2d)^2/r^3$. Half of this remains, since the field exists on one side of the metal surface and not on the other.

Now average. The $k=3$ moment turns the upper limit into

$$A_m=2d^2\cdot\frac{\Gamma(m-\frac12)}{8\,m!}=\frac{d^2\,\Gamma(m-\frac12)}{4\,m!}.$$

For $m\ge2$ the $k=5$ moment is finite too, and the subtracted term is $\frac{6}{32}d^4\Gamma(m-\frac32)/m!$. Since $\Gamma(m-\frac12)=(m-\frac32)\Gamma(m-\frac32)$, its ratio to $A_m$ is $\frac34d^2/(m-\frac32)$. Therefore

$$A_m\left[1-\frac{3d^2}{4(m-\frac32)}\right]\le V_m\le A_m .$$

The Gamma ratio with $a=-\frac12$ gives $A_m=\frac{d^2}{4m^{3/2}}[1+\frac3{8m}+\dots]$. The next Taylor term is of order $d^6/r^7$ and contributes a relative change of order $d^4/m^2$. At fixed $d$ the answer to (a) is thus

$$\boxed{V_m=\frac{d^2}{4m^{3/2}}\left[1+\frac1m\left(\frac38-\frac{3d^2}4\right)+O(m^{-2})\right]}$$

in place of $1/(2\sqrt m)$. It requires $m\gg1$ and $m\gg d^2$; the second condition says that the ring is much wider than the gate distance.

### The opposite limit

If $1\ll m\ll d^2$, the image is far away and $1/\sqrt{r^2+4d^2}\simeq\frac1{2d}(1-\frac{r^2}{8d^2})$. With $\langle r^2\rangle=4(m+1)$,

$$V_m\simeq V_m^{\rm free}-\frac1{2d}+\frac{m+1}{4d^3}.$$

The first effect of a distant gate is a constant, which at a fixed number of electrons shifts all states equally. The two power laws are equal when $d^2/(4m^{3/2})=1/(2\sqrt m)$, that is at $m=d^2/2$. This estimates where one regime gives way to the other.

### Which part of the interaction makes the tail

The Fourier transform of $1/\sqrt{r^2+a^2}$ in the plane is $2\pi e^{-qa}/q$. Writing the transform of $V$ as $2\pi W(q)$,

$$W=\frac{1-e^{-2qd}}q=2d-2d^2q+\tfrac43d^3q^2-\dots$$

Even powers of $q$ are a contact term and its derivatives at $r=0$. They give no tail in $r$. The odd powers do. In the plane $\nabla^2(1/r)=1/r^3$, while $1/r$ corresponds to $W=1/q$ and $\nabla^2$ to $-q^2$; so $W=-q$ belongs to $1/r^3$. The term $-2d^2q$ is the tail $2d^2/r^3$. Likewise $\nabla^2(1/r^3)=9/r^5$ shows that $W=q^3$ belongs to $9/r^5$.

This makes other surroundings easy to judge. For one Fourier component the potential obeys $\phi''=q^2\phi$ away from the electron sheet. Let $g$ be the slope of $\phi$ towards the sheet, divided by $\phi$ at the sheet. In our units the slope jumps by $4\pi$ per unit charge, so $2\pi W(g_{\rm down}+g_{\rm up})=4\pi$ and

$$W=\frac2{g_{\rm down}+g_{\rm up}} .$$

Towards the gate $\phi\propto\sinh$ of $q$ times the distance from the metal, hence $g_{\rm down}=q\coth qd$. A thick insulator above has $g_{\rm up}=q$, which restores the $W$ given before.

**Second gate** at rescaled distance $t$ above: $g_{\rm up}=q\coth qt$. By the addition theorem for $\sinh$,

$$W=\frac{2\sinh qd\,\sinh qt}{q\,\sinh q(d+t)} .$$

This is even in $q$, so the power-law tail is gone. The nearest pole, at $q=i\pi/(d+t)$, makes $V(r)$ fall as $e^{-\pi r/(d+t)}$, up to a power of $r$.

**Vacuum** above a layer of rescaled thickness $t$: outside, $\phi$ decays as $e^{-qz}$. Continuity of $\epsilon_\perp\partial_z\phi=\kappa\,\partial_{z'}\phi$ requires $\partial_{z'}\phi=-(q/\kappa)\phi$ at the surface. The solution inside is $\phi\propto\cosh q(t-z')+\kappa^{-1}\sinh q(t-z')$, so

$$g_{\rm up}=q\,\frac{1+\kappa\tanh qt}{\kappa+\tanh qt}\;\to\;\frac q\kappa\quad(q\to0).$$

Since $W=2d-2d^2g_{\rm up}+\dots$, the coefficient of the far tail is finally lowered by the factor $1/\kappa$. For 1 nm of hBN on top and $m=400$ the computed $V_m$ is 0.205 times its value with thick hBN on top, against $1/\kappa=0.2035$.

### Graphene at 10 T

The $n=0$ Landau level of graphene has the orbitals used above. Rough typical permittivities of hBN are $\epsilon_\parallel=6.9$ and $\epsilon_\perp=3.5$. Then $\kappa=4.914$ and $s=1.404$. At 10 T, $l=8.113$ nm and $E_C=36.1$ meV. The rescaled distance is $1.404\times6\ {\rm nm}=8.42$ nm, or $d=1.038$, and $d^2=1.078$.

For $m=25$ the leading law gives

$$V_{25}\simeq36.12\ {\rm meV}\times\frac{1.078}{4\times125}=0.078\ {\rm meV}.$$

The table compares the leading law with the full average of $V(r)$. Energies are in meV; the separation is $2\sqrt{m+1}\,l$.

| $m$ | separation (nm) | no gate | gate | leading law |
|---:|---:|---:|---:|---:|
| 1 | 22.9 | 16.00 | 4.98 | 9.74 |
| 3 | 32.5 | 10.00 | 1.52 | 1.87 |
| 9 | 51.3 | 5.94 | 0.341 | 0.361 |
| 25 | 82.7 | 3.59 | 0.0765 | 0.0779 |
| 45 | 110.1 | 2.68 | 0.0319 | 0.0323 |

At $m=25$ the full model value is 0.0765 meV, or 0.89 K as a temperature, and the gate has reduced the energy 47 times. The leading law is 1.9 % above the full value. The first correction, $(0.375-0.809)/25=-1.7\,\%$, accounts for most of this. At $m=1$ the law is too large by a factor of 1.96: the power laws cross at $m=0.54$, but a crossing point does not make the asymptotic form accurate nearby.

The gate also changes the shape of the interaction at small $m$. In the model the ratio $V_1/V_3$ rises from 1.60 to 3.27, so a larger share of the repulsion acts on the closest pairs. The polarization of the Dirac sea, treated below, weakens both numbers: in the random-phase approximation with the full $q$ dependence of $\Pi$ the ratio rises from 1.48 to 2.47.

The exponents were tested by comparing $m=400$ with $m=800$. The local power of decay is 1.499 with the gate and 0.500 without it.

### What a real device changes

The range of $m$ in which the law holds depends strongly on the gate distance. At 30 nm and the same field, $d^2$ is 25 times larger, about 27, and the law would need $m\gg27$. A second gate, where present, breaks the main assumption. The following changes of $V_m$ are relative to the single-gate model, taken one at a time with everything else held fixed. The hBN above the graphene is 60 nm thick in the first two rows.

| Change | $m=15$ | $m=25$ | $m=45$ |
|:--|---:|---:|---:|
| vacuum above the hBN | +7 % | +12 % | +18 % |
| second gate above the hBN | −15 % | −26 % | −46 % |
| field enters the graphite | +10 % | +10 % | +10 % |
| polarized Dirac sea | +44 % | +32 % | +19 % |

*Top side.* With vacuum above, $V_m$ is raised at the three values of $m$ in the table, although its far tail must finally fall to $1/\kappa$ of the single-gate value. The table does not reach the separations at which $V_m$ drops below the single-gate value; for 60 nm this happens between $m=150$ and $m=300$. For a thinner top layer it happens much earlier: with 15 nm the change at $m=25$ is already $-10\,\%$. With a second gate, $d+t$ is $1.404\times66$ nm, or 93 nm, so the decay length $(d+t)/\pi$ is about 30 nm. This is shorter than the separations at these $m$, which run from 65 to 110 nm, and the loss grows with $m$. A nearer second gate removes far more: at $m=25$ the change is $-71\,\%$ for 30 nm of hBN on top and $-91\,\%$ for 20 nm.

*Graphite.* The field enters the gate a little. An extra 0.3 nm of equivalent hBN changes $d^2$ by $(6.3/6)^2-1=10\,\%$, in line with the table. This value lies on the low side. A zero-field Thomas–Fermi estimate, with a density of states of $5$ to $7\times10^{26}\ {\rm eV^{-1}m^{-3}}$ and a permittivity of 2 to 5 across the graphite layers, gives 0.45 to 0.8 nm and a change of $+15$ to $+27\,\%$ at $m=25$. The Landau levels of the graphite itself at 10 T are not included in either estimate.

*Dirac sea.* The filled levels of graphene polarize. Their energies are $\pm E_1\sqrt n$ with $E_1=\sqrt2\hbar v/l$, which is 115 meV for the rough velocity $v=10^6$ m/s. At small $q$ a potential acts through its uniform gradient, so the response needs the matrix elements of the cyclotron part of $x$, which is $(a+a^\dagger)/\sqrt2$ in terms of the ladder operators. The states are $(\pm\varphi_{n-1},\varphi_n)/\sqrt2$ for $n\ge1$ and $(0,\varphi_0)$ for $n=0$. Between levels $n$ and $n+1$ of opposite sign

$$|x|^2=\tfrac18(\sqrt{n+1}-\sqrt n)^2,$$

and there are two such transitions for each $n\ge1$. The energy cost is $E_1(\sqrt{n+1}+\sqrt n)$, and $1/(\sqrt{n+1}+\sqrt n)=\sqrt{n+1}-\sqrt n$. Each $n$ thus adds $(\sqrt{n+1}-\sqrt n)^3/4E_1$ to $\sum|x|^2/\Delta E$. For $n=0$, $|x|^2=\frac14$. A filled orbital allows $0\to1$ and an empty one $-1\to0$, so one transition counts and the same formula holds. The total is $S/4E_1$, with

$$S=\sum_{n\ge0}(\sqrt{n+1}-\sqrt n)^3=1.247 .$$

With four spin and valley species, $1/2\pi$ orbitals per unit area and the factor 2 of second-order response, the induced density per unit potential energy is

$$\Pi=4\cdot\frac1{2\pi}\cdot2q^2\cdot\frac S{4E_1}=\frac{Sq^2}{\pi E_1}.$$

In the random-phase approximation the interaction is divided by $1+2\pi E_CW\Pi$, so

$$W\to\frac W{1+cq^2W},\qquad c=\frac{2SE_C}{E_1}=0.785 .$$

To first order in $c$ the change is $-cq^2W^2$. With $W^2=4d^2-8d^3q+\dots$, its first odd term is $8cd^3q^3$, which belongs to $72cd^3/r^5$. Since $\langle r^{-5}\rangle\to1/(32m^{5/2})$, its average is $\frac94cd^3m^{-5/2}$. Divided by $d^2/(4m^{3/2})$ this is a relative change of

$$\frac{9cd}m=\frac{7.3}m ,$$

or 29 % at $m=25$, against 32 % from the full integral with this $W$. The leading law survives, but its corrections die out slowly. The table uses the small-$q$ form of $\Pi$ at all $q$. With the full $q$ dependence the row becomes $+46$, $+33$ and $+19\,\%$. It remains a rough size, because it rests on the static random-phase approximation and a rough velocity.

*Landau-level mixing.* The ratio $E_C/E_1=0.31$ is not small. The Dirac-sea row contains part of the mixing; the rest, including forces among three electrons, is not estimated here.

*Temperature.* At 0.3 K, $k_BT=0.026$ meV, one third of the model's $V_{25}$. At $m=45$ it is already comparable with $V_m$.

*Gate field.* One third of an electron per orbital is $8.1\times10^{10}\ {\rm cm^{-2}}$ and needs 0.04 MV/cm across the hBN. If the filling measured from neutrality is $-5/3$, the charge and field are five times larger in size. Both fields are far below a rough breakdown field of 5 MV/cm. For a barrier of 2.5 eV and a mass of $0.5\,m_e$, both rough, the tunnelling factor through 6 nm is about $10^{-30}$.

For this device the single-gate value $V_{25}\approx0.08$ meV is therefore a rough estimate. With 60 nm of hBN on top, each effect in the table alone changes it by up to some tens of per cent, and they act together: vacuum above, 0.3 nm of penetration and the Dirac sea give about $+60\,\%$, or 0.12 meV. A second gate at 30 nm or less removes most of $V_{25}$, and the single-gate value then does not apply. The part of the Landau-level mixing that was not estimated comes on top of this.

## Computed results

```
magnetic field B = 10.0 T, magnetic length l = 8.113 nm
hBN to gate = 6.0 nm, hBN above = 60.0 nm
eps_par = 6.9, eps_perp = 3.5, kappa = 4.914
stretch sqrt(eps_par/eps_perp) = 1.4041
rescaled gate distance = 8.424 nm = 1.0384 l
d^2 = 1.0782 l^2, asymptotes cross at m = 0.539
Coulomb energy E_C = 36.117 meV
m, rms distance (nm), V_m no gate, V_m gate, law (all meV), law/V_m
  1    22.9  16.0039   4.9761   9.7357  1.9565
  3    32.5  10.0024   1.5240   1.8736  1.2295
  5    39.7   7.8769   0.7782   0.8708  1.1190
  9    51.3   5.9365   0.3407   0.3606  1.0582
 15    64.9   4.6240   0.1623   0.1676  1.0325
 25    82.7   3.5937   0.0765   0.0779  1.0186
 45   110.1   2.6845   0.0319   0.0323  1.0100
law at m = 25 in units of E_C: 0.002156
V_25 with gate = 0.887 K (as energy/k_B)
no-gate/gate ratio at m = 25: 47.00
first correction coefficient 3/8 - 3d^2/4 = -0.4337
bound on shortfall at m = 25: 3.44 %
decay exponent m=400 to 800: gate 1.4992, no gate 0.4998
1 nm top hBN then vacuum, m=400: V/V_thick = 0.2051, 1/kappa = 0.2035
Neglected effects, one at a time, change of V_m in %:
  vacuum above 60 nm hBN: m=15 +6.9, m=25 +11.7, m=45 +18.3
  second gate above 60 nm hBN: m=15 -14.5, m=25 -25.9, m=45 -45.8
  field penetration into graphite: m=15 +9.6, m=25 +9.9, m=45 +10.0
  Dirac-sea polarization, small-q form: m=15 +44.2, m=25 +31.8, m=45 +18.7
graphite penetration used = 0.3 nm of hBN
Dirac velocity = 1.0e+06 m/s, alpha = 0.4452
sum S = 1.2473, c = 0.7853, 9cd = 7.339
Landau gap 0 to 1 = 114.74 meV, mixing E_C/gap = 0.315
k_B T at 0.3 K = 0.0259 meV, k_B T/V_25 = 0.338
density at filling 1/3 = 8.060e+10 cm^-2
gate field = 0.0417 MV/cm, rough breakdown 5.0 MV/cm, ratio 0.0083
tunnel barrier 2.5 eV, mass 0.5 m_e: exponent 68.7, factor 1.4e-30
```
